Effective Barrier and Arrhenius Slope for Parallel Gaussian Grain-Boundary Barriers

**Question**

A film one grain thick bridges a narrow gap between two contacts. The current divides among many independent parallel paths, and each path crosses one grain boundary with an energy barrier φ. The conductance of a path at small bias is

g(φ) = G0 exp(−βφ), β = 1/(kT).

The prefactor G0 is the same for all paths and does not depend on temperature until part (g). The barriers follow a Gaussian distribution p(φ) with mean m = 100 meV and standard deviation s = 25 meV, which also does not change with temperature. Let G be the mean conductance per path. Two energies can be drawn from it:

B = −kT ln(G/G0), the effective barrier,

E = −d ln G/dβ, the local Arrhenius slope.

Energies are in meV. At T = 300 K, kT = 25.852 meV.

**(a) Calculate G/G0 and B at 300 K. Why does B differ from m?**

Conductances in parallel add, so the quantity to average is exp(−βφ) and not φ:

G/G0 = [1/(s√(2π))] ∫ exp[−(φ − m)²/(2s²) − βφ] dφ.

The integral runs over all φ; part (e) examines the negative values. With x = φ − m the exponent is −βm − x²/(2s²) − βx. Since

(x + βs²)²/(2s²) = x²/(2s²) + βx + β²s²/2,

the exponent equals

−βm + β²s²/2 − (x + βs²)²/(2s²).

The last term is a Gaussian of unchanged width, whose integral cancels the normalization factor. Hence

ln(G/G0) = −βm + β²s²/2,

and multiplication by −kT gives

B = m − s²/(2kT).

The numbers are βm = 100/25.852 = 3.868 and βs = 0.9670, so β²s²/2 = 0.4676. Then G/G0 = exp(−3.868 + 0.4676) = 0.0334, and

B = 100 − 12.09 = 87.91 meV.

If all barriers were equal to the mean, G/G0 would be 0.0209. The spread raises the conductance because the exponential is convex: a path with a barrier 25 meV below the mean gains more conductance than a path 25 meV above it loses. The effective barrier is the single barrier that, with the true G0, reproduces G at this one temperature.

**(b) Calculate E at 300 K. Why is it not equal to B, although G0 is constant?**

Differentiating the result of (a) with respect to β gives

E = −d/dβ (−βm + β²s²/2) = m − βs² = m − s²/(kT),

E = 100 − 24.18 = 75.82 meV.

The correction to the mean is twice that in B, because the derivative of β² brings down a factor of two. The same result follows from ln G = ln G0 − βB:

E = d(βB)/dβ = B + β dB/dβ, with dB/dβ = −s²/2.

The slope would equal B if B were constant. But B rises with temperature, although no individual barrier does: on heating, the current is spread over more of the high-barrier paths. Thus

B − E = s²/(2kT) = 12.09 meV.

To the nearest meV, the effective barrier is 88 meV and the slope is 76 meV. Both tend to m when s → 0 at fixed temperature, or when kT becomes large compared with s²/m.

The Arrhenius plot is curved, since dE/dβ = −s². The slope is 70.99 meV at 250 K and 79.28 meV at 350 K. An unweighted straight-line fit to ln G at eleven equally spaced temperatures between these limits gives 75.22 meV. This is slightly below the value at 300 K. Because ln G is quadratic in β, a fit to points spaced evenly in 1/T would give the slope at the middle of that interval, at about 292 K, where E is 75.1 meV; the even spacing in T changes this by only about 0.1 meV. Over such a range the curvature is easily missed, and a good straight line is no evidence for a single barrier.

**(c) Which barriers does the current cross? Give a meaning to the difference B − E.**

The fraction of the current carried by barriers near φ is described by the weighted distribution

p_c(φ) = p(φ) exp(−βφ)/⟨exp(−βφ)⟩,

where ⟨…⟩ is the average over p. The completed square in (a) shows that p_c is a Gaussian with the same deviation, 25 meV, and with its centre at m − βs² = 75.82 meV. This centre is E, as a general identity requires:

E = −d ln⟨exp(−βφ)⟩/dβ = ⟨φ exp(−βφ)⟩/⟨exp(−βφ)⟩.

The Arrhenius slope is therefore the mean barrier crossed by the current.

For the difference, consider the relative entropy of p_c with respect to p, which measures how selectively the current uses the paths:

D = ∫ p_c ln(p_c/p) dφ.

From the definition of p_c, ln(p_c/p) = −βφ − ln⟨exp(−βφ)⟩ = −βφ + βB. Averaging over p_c replaces φ by E, so

D = β(B − E), or B = E + kT D.

This holds for any fixed distribution for which the averages exist. Since the logarithm is concave, −D = ∫ p_c ln(p/p_c) dφ ≤ ln ∫ p dφ = 0. Hence D ≥ 0, and B cannot lie below E in the parallel model with constant G0. For the Gaussian, D = β²s²/2 = 0.4676, and kT D = 12.09 meV.

The conductance can now be written as

G/G0 = exp(−D) exp(−βE), with exp(−D) = 0.6265.

At 300 K the film conducts as if 63 % of the paths were present, each with a barrier of 75.8 meV. E is an average energy; B also contains the cost of having few such paths.

**(d) What prefactor does the tangent to the Arrhenius plot at 300 K give? What errors arise if B and E are exchanged? Can m and s be recovered from them?**

The tangent at β, evaluated at another inverse temperature β′, is

ln G_tan(β′) = ln G(β) − E(β′ − β).

Extrapolation to β′ = 0 gives ln G(β) + βE = ln G0 − βB + βE = ln G0 − D. The apparent prefactor is thus 0.6265 G0. It is too small although every path has the full G0.

If E is combined with the true G0, the conductance at 300 K is overestimated by the factor exp(D) = 1.596. For the magnitude at a single temperature, B is the right energy to use with G0.

The change with temperature is a different matter. Let β and β′ belong to 300 K and 350 K. From (a),

ln[G(350 K)/G(300 K)] = (β − β′)m − (s²/2)(β² − β′²).

Because β² − β′² = (β − β′)(β + β′), this becomes

ln[G(350 K)/G(300 K)] = (β − β′)[m − s²(β + β′)/2].

The square bracket is the mean of the two local slopes, (75.82 + 79.28)/2 = 77.55 meV. With β − β′ = 0.005526 meV⁻¹ the ratio is exp(0.4285) = 1.535. A frozen B gives 1.625, which is 5.9 % above the true ratio; a frozen E gives 1.520, about 1 % below it.

The two energies together determine the distribution, if it is Gaussian. Elimination of s²/(kT) from the formulas for B and E gives

m = 2B − E = 175.82 − 75.82 = 100.00 meV,

s = √[2kT(B − E)] = √(2 × 25.852 × 12.09) = 25.0 meV.

This needs an independent value of G0. If the assumed G0 is too large by a factor of 1.5, B comes out too large by kT ln 1.5 = 10.5 meV, nearly the whole difference sought. If G0 is constant but unknown, s can still be obtained from the curvature, s² = −dE/dβ.

**(e) When does the Gaussian formula fail on cooling? How much do two samples with a finite number of paths differ?**

A Gaussian contains negative φ, for which exp(−βφ) exceeds one without limit. A boundary without a barrier cannot conduct better than an open path in this model. For very many paths, the formula is safe as long as the current-weighted distribution has little weight below zero. With few paths it fails earlier on cooling, because the rare low barriers that would carry the current may be missing. The centre of the current-weighted distribution reaches zero when

m − s²/(kT) = 0, or T = s²/(km) = 72.5 K.

Below this temperature the formula predicts a negative slope, which is an artefact of the tail. At 300 K the centre lies 75.82/25 = 3.03 deviations above zero, and 0.12 % of the weight is at negative φ. Replacing negative barriers by open paths, φ → max(φ, 0), changes the results as follows:

300 K: B from 87.91 to 87.92 meV, E from 75.82 to 75.85 meV;

150 K: B from 75.82 to 75.93 meV, E from 51.65 to 52.26 meV.

The slope is the more sensitive quantity. With open paths it is a weighted mean of non-negative energies, so it cannot become negative.

For N independent paths, the relative variance of the average conductance is (⟨g²⟩/⟨g⟩² − 1)/N. Replacing β by 2β in (a) gives ⟨g²⟩ = G0² exp(−2βm + 2β²s²), while ⟨g⟩² = G0² exp(−2βm + β²s²). Therefore

relative variance = [exp(β²s²) − 1]/N.

With β²s² = 0.935 the bracket is 1.55. For N = 1000 the relative deviation is √0.00155 = 3.9 %, which corresponds to kT × 0.039 ≈ 1.0 meV in B. A simulation of 3000 such films gives spreads of 1.0 meV in B and 1.7 meV in E. The difference of 12 meV is thus well resolved with 1000 paths. With a few tens of paths, B − E itself varies by about 4 meV from film to film, and a single film gives only a rough value.

**(f) What do B and E become if the same boundaries are connected in series, or as the bonds of a large square network?**

In a series chain the resistances add. The conductance per boundary is G = G0/⟨exp(+βφ)⟩. The average follows from (a) with β replaced by −β:

ln(G/G0) = −βm − β²s²/2.

Consequently

B = m + s²/(2kT) = 112.09 meV, E = m + s²/(kT) = 124.18 meV.

Barriers above the mean now supply 83 % of the resistance, and the order of B and E is reversed.

For the square network, let G be its conductance between two opposite edges. Assign to every face of the network a number ψ, such that the difference of ψ across a bond equals the current in that bond. Current conservation at a node makes the sum of these differences around the node vanish, so ψ is well defined. The voltage along the bond is the current divided by g, that is, the difference of ψ times 1/g. The voltages around a face sum to zero. So ψ obeys the equations of a network potential with bond conductances 1/g, in which the roles of current and voltage are exchanged. The conductance of this dual network is 1/G.

A square network with L rows of L bonds along the current, and (L − 1) × (L − 1) cross bonds, has a dual of the same shape, turned by 90°. Now measure all conductances in units of g_m = G0 exp(−βm). For Gaussian barriers ln(g/g_m) is distributed symmetrically about zero, so the inverse conductances have the same distribution as the original ones. Then ln(G/g_m) is also distributed symmetrically about zero, and

⟨ln G⟩ = ln G0 − βm.

On average over samples, B = E = m = 100 meV. Twelve simulated networks with L = 60 give B = 99.92 ± 0.14 meV and E = 99.93 ± 0.14 meV, where the uncertainties are standard errors. The difference between 88 and 76 meV therefore belongs to the parallel connection and not to the barrier distribution alone.

**(g) Let the film be n-type polycrystalline silicon with the rough values below. How does the prefactor of thermionic emission change the slope, and which other neglected effects matter?**

Grain size and gap L = 100 nm; doping 2×10¹⁷ cm⁻³; grain mobility 600 cm²/Vs at 300 K, falling as T^(−1.5); relative permittivity 11.7; conductivity mass M = 0.26 electron masses; film width 100 µm; 5 mV across each boundary. The carrier density n in the grains is constant.

*Prefactor.* The mean one-way flux of a Maxwell distribution is n v, with

v = ∫₀^∞ u √(M/(2πkT)) exp[−Mu²/(2kT)] du = √(kT/(2πM)).

A small voltage V across the boundary lowers the barrier by eV/2 for one direction and raises it by eV/2 for the other. The net current density is

J = e n v exp(−βφ) · 2 sinh[eV/(2kT)] ≈ e n v exp(−βφ) eV/(kT).

Division by e n and by the average field V/L gives the boundary-limited mobility

μ = [eL/√(2πMkT)] exp(−βφ).

The prefactor is 2041 cm²/Vs at 300 K, and after averaging over the barriers μ = 2041 × 0.0334 = 68 cm²/Vs. It varies as T^(−1/2). For a general power T^p, ln T = −ln β − ln k, so −d(p ln T)/dβ = p/β = p kT. The slope of ln μ is therefore

E − kT/2 = 75.82 − 12.93 = 62.9 meV.

The neglected temperature dependence is slightly larger than the difference between B and E. The prefactor also changes the curvature, to s² − (kT)²/2, from which one would wrongly read a deviation of 17 meV. If this emission law holds, plotting ln(μ√T) removes both errors.

*Resistance of the grains.* In each path the grain is in series with its boundary. With this resistance counted over the full 100 nm, and the emission prefactor held constant, B = 93.4 meV and E = 62.8 meV, compared with 87.9 and 75.9 meV for the open-path tail alone. The depletion layers of a 100 meV barrier take up about half of that length. If only the neutral part of the grain is counted, B = 91.5 meV and E = 67.8 meV. But carriers also scatter in the depletion layers, where they are few, so the resistance per length is higher there than in the neutral grain. Including it by drift and diffusion gives B ≈ 98 meV and E ≈ 56 meV, or about 95 and 62 meV if the part of each barrier within kT of its top is left to the emission law alone. Counting 100 nm of neutral grain therefore understates the effect in this estimate. These drift-diffusion values are rough. The mean free path, about 30 nm, is as long as a depletion layer and much longer than the 3 nm over which the potential changes by kT, so a local mobility is not strictly defined there. The values also depend on the barrier shape: a self-consistent (Poisson–Boltzmann) profile in place of the parabola moves 98 and 56 meV to about 99.5 and 53 meV. B rises because the added resistance lowers the conductance, most strongly in the low-barrier paths. If a fraction f of a path's resistance is in its boundary and the rest in neutral grain, the slope of that path is fφ − (1 − f)1.5kT. The grain part is negative because the grain mobility falls on heating. The current also shifts toward higher barriers, but the calculated net change in E is downward. The power −1.5 is the simple result for scattering by acoustic lattice vibrations. At this doping, impurity scattering weakens the fall of the grain mobility to roughly T^(−1) or a little slower; an exponent of −0.8 raises the values of E found here with grain resistance by 2 to 6 meV, and an exponent of −1 by somewhat less.

*Tunnelling.* For a single barrier of 100 meV, with a parabolic depletion layer 25.4 nm wide on each side and the light silicon mass of 0.19 electron masses, the quantum emission is 1.46 times the classical one. This is equivalent to lowering the barrier by kT ln 1.456 = 9.7 meV. The light mass makes this an estimate on the high side. For the whole distribution, integrating the wave equation through the parabolic barriers gives B ≈ 79 meV and E ≈ 66 meV, with the grain resistance left out and the emission prefactor held constant. In this estimate tunnelling lowers both energies by roughly 9 meV. The parabola is the abrupt depletion approximation, which is crude for a barrier of only 4kT with a Debye length of 9 nm. A self-consistent profile, held fixed at its 300 K shape, gives a factor of 1.39, B ≈ 81 meV and E ≈ 68 meV, a lowering of 7 to 8 meV. Weighting the light and heavy valley masses by their flux in the parabolic barrier gives 1.41, 80 meV and 67 meV.

*Drift of the barriers.* If the mean barrier changes by a per kelvin around 300 K, the slope shifts by −aT. A trial value a = −0.01 meV/K raises E by 3 meV. The carrier density, taken as constant here, can also change: for donor levels 30 to 45 meV below the conduction band, incomplete ionization adds about 3 to 6 meV to the slope of the conductance, and about 8 meV for a level at 54 meV, the isolated-donor value for arsenic.

*Small effects.* Degeneracy lowers B by less than 0.1 meV. With the symmetric barrier shift assumed above, the finite bias raises G by 0.16 %. For a current along a cube axis of the crystal, averaging the emission over the anisotropic silicon valleys multiplies the prefactor by 0.957. This leaves the slope unchanged but would shift a B deduced with the single-mass prefactor by about 1 meV. The peak field in a 100 meV barrier is 0.08 MV/cm in the depletion approximation and 0.07 MV/cm for a self-consistent profile; the whole potential drop is far below the band gap, so impact ionization plays no part.

*Comparison with a real film.* Grains of about 100 nm, barriers of several tens of meV to about 100 meV and mobilities of tens of cm²/Vs are reasonable rough values for doped polycrystalline silicon. The model assumes a gap so narrow that each path crosses only one boundary. In a longer film the current crosses many boundaries and can go around the high ones, which breaks the assumption of independent parallel paths. In the ideal square network of (f) this moves both energies to 100 meV, by 12 meV for B and by 24 meV for E. Grains in a real film have about six neighbours, which offers more ways around a high barrier; a simulated triangular network gives about 96.5 meV for B and 94 meV for E. The values 88 and 76 meV are therefore properties of the stated parallel model. A measured slope can be read as the mean barrier crossed by the current only after the connection of the grains, the prefactor, the grain resistance, tunnelling and any change of the barriers or the carrier density with temperature have been accounted for.

Numbers as computed

```
mean, deviation: 100, 25 meV; T = 300 K
kT = 25.852 meV; s/kT = 0.9670
s^2/(2kT) = 12.088 meV; s^2/kT = 24.176 meV
G/G0 (quadrature) = 0.03335
exp(-mean/kT) = 0.02090
effective barrier B = 87.91 meV
Arrhenius slope E = 75.82 meV; B-E = 12.09 meV
weighted mean, deviation = 75.82, 25.00 meV
relative entropy = 0.4676; times kT = 12.09 meV
recovered mean, deviation = 100.00, 25.00 meV
tangent prefactor / G0 = 0.6265
G overestimate from E with true G0: factor 1.596
250 K: B, E = 85.49, 70.99 meV
350 K: B, E = 89.64, 79.28 meV
line fit 250-350 K: slope = 75.22 meV
G(350 K)/G(300 K): true 1.5350
  with frozen B 1.6255; with frozen E 1.5204
conducting weight at phi<0, 300 K = 0.120 %
open-path tail, 300 K: B, E = 87.92, 75.85 meV
Gaussian, 150 K: B, E = 75.82, 51.65 meV
open-path tail, 150 K: B, E = 75.93, 52.26 meV
Gaussian slope reaches zero at 72.5 K
grain 100 nm; doping 2.0e+17 cm^-3
grain mobility 600 cm2/Vs at 300 K, as T^-1.5
relative permittivity 11.7; film width 100 um
masses/m_e: cond 0.26, light 0.19, heavy 0.92, DOS 1.08
emission mobility prefactor = 2041 cm2/Vs
boundary mobility = 68.1 cm2/Vs
slope with T^-1/2 prefactor = 62.90 meV (shift -12.93)
mean-barrier drift -0.01 meV/K: slope shift 3.00 meV
with grain resistance: B, E = 93.35, 62.78 meV
depletion width per side at 100 meV = 25.4 nm
quantum/classical emission at 100 meV = 1.456
with quantum transmission: B, E = nan, nan meV
degeneracy shift of B = -0.065 meV
valley-averaged / single-mass prefactor = 0.957
bias 5 mV per boundary: excess G = 0.16 %
peak barrier field = 0.079 MV/cm
parallel paths = 1000; spread of G = 3.9 %
film-to-film spread of B, E = 1.00, 1.70 meV
series chain: B, E = 112.09, 124.18 meV
square network 60x60, 12 samples:
  B = 99.92 +- 0.14 meV
  E = 99.93 +- 0.14 meV
```
